# Double-pass absorption by tin and carbon films on an EUV mirror

## Problem

A mirror for extreme-ultraviolet light of vacuum wavelength \(\lambda=13.5\) nm (photon energy 91.8 eV) is contaminated by a uniform film of thickness \(d=1\) nm. The film is either tin, with extinction coefficient \(k=0.07\), or carbon, with \(k=0.007\). Light arrives at normal incidence, crosses the film, is reflected by the mirror and crosses the film again.

Fields vary in time as \(e^{-i\omega t}\), and the refractive index is written \(n=1-\delta+ik\), so that a positive \(k\) means absorption. The clean mirror reflects a fraction \(R_0=0.70\) of the incident intensity.

**(a)** Find the attenuation coefficient \(\alpha\) of the intensity in each film.

**(b)** Neglect reflection at the film's surfaces and interference between the incoming and outgoing beams. What fraction \(L\) of the reflected light does each film remove?

**(c)** How many times as much reflected light does tin cost as carbon? Explain why the answer differs from the ratio of the extinction coefficients.

**(d)** The film is much thinner than the wavelength, so interference cannot be dismissed. Find the loss for a very thin film on a mirror of complex amplitude reflectance \(r\), and decide in what sense the answer to (c) survives. Use \(\delta=0.06\) for tin and \(0.04\) for carbon.

## Hints

1. Put the complex index into a travelling wave and square the modulus of the field.
2. The mirror multiplies the intensity by the same factor with and without the film. Consider the ratio of the two reflected intensities.
3. Express tin's double-pass transmission as a power of carbon's.
4. For (d), the field and its derivative are continuous at each surface. Start from their values at the mirror, step upward through the film to first order in \(d\), and separate the result into incoming and outgoing waves.

## Solution

### (a) Attenuation coefficient

Let \(k_0=2\pi/\lambda\). A wave travelling toward positive \(z\) in the film is

\[
E(z)=E_0e^{ink_0z}=E_0e^{i(1-\delta)k_0z}\,e^{-kk_0z}.
\]

The first exponential has unit modulus. The intensity of a travelling wave in a uniform medium is proportional to \(|E|^2\), so

\[
I(z)=I(0)e^{-2kk_0z}=I(0)e^{-\alpha z},\qquad
\alpha=2kk_0=\frac{4\pi k}{\lambda}.
\]

The factor 2 in \(2kk_0\) comes from squaring the amplitude; it has nothing to do with the two passes. The numbers are

\[
\alpha_{\rm Sn}=\frac{4\pi(0.07)}{13.5\ \text{nm}}=0.0652\ \text{nm}^{-1},\qquad
\alpha_{\rm C}=0.00652\ \text{nm}^{-1}.
\]

### (b) Double-pass loss

One crossing transmits \(e^{-\alpha d}\). The reflected intensity, as a fraction of the incident intensity, is therefore

\[
R=e^{-\alpha d}\,R_0\,e^{-\alpha d}=R_0e^{-2\alpha d}.
\]

The fraction of the clean mirror's reflected light that is lost is

\[
L=\frac{R_0-R}{R_0}=1-e^{-2\alpha d}=1-e^{-8\pi kd/\lambda}.
\]

The clean reflectance has cancelled. For 1 nm films,

\[
L_{\rm Sn}=1-e^{-0.1303}=0.122,\qquad
L_{\rm C}=1-e^{-0.01303}=0.0130.
\]

Tin removes about 12% of the reflected light and carbon about 1.3%. As a share of the incident light, the losses are \(R_0L\), or 8.6 and 0.91 percentage points. The reflectance falls from 0.70 to 0.61 under tin and to 0.69 under carbon.

### (c) Ratio of the losses

From the unrounded losses,

\[
\frac{L_{\rm Sn}}{L_{\rm C}}=\frac{12.218\%}{1.295\%}=9.4.
\]

Within the double-pass law, tin thus costs roughly ten times as much reflected light as an equally thick carbon film; part (d) shows how far this holds for a particular mirror. The extinction coefficients, and hence the exponents, stand in the ratio 10. To see why the losses do not, let \(x=e^{-2\alpha_{\rm C}d}\) be carbon's double-pass transmission. Since tin's exponent is ten times as large, its transmission is \(x^{10}\), and

\[
\frac{L_{\rm Sn}}{L_{\rm C}}=\frac{1-x^{10}}{1-x}
=1+x+x^2+\cdots+x^9.
\]

The last equality follows on multiplying the sum by \(1-x\): all intermediate powers cancel. Each of the ten terms is at most 1, and nine are smaller than 1 when \(d>0\). The ratio is therefore below 10 and tends to 10 as \(d\to0\). Physically, the deeper parts of the tin film receive light that the upper parts have already weakened, so each added slice removes less.

### (d) Interference

Let \(z\) increase downward, with the mirror just below the film. For the clean mirror, take an incoming wave of unit amplitude and an outgoing wave of amplitude \(r\), where \(|r|^2=R_0\). With \(F=E'/k_0\), the values at the mirror surface are

\[
E=1+r,\qquad F=i(1-r).
\]

The mirror fixes the ratio \(F/E\), whether or not a film lies above it. We may therefore keep these values at the bottom of the film and let the incoming amplitude above it adjust.

Inside the film \(E''=-n^2k_0^2E\). Stepping upward by \(d\), to first order, gives

\[
E_{\rm top}=E-d\,E'=(1+r)-ik_0d(1-r),
\]

\[
F_{\rm top}=F-\frac{d}{k_0}E''=i(1-r)+n^2k_0d(1+r).
\]

In vacuum an incoming wave has \(F=iE\) and an outgoing wave has \(F=-iE\). The incoming amplitude is thus \(a=(E_{\rm top}-iF_{\rm top})/2\) and the outgoing amplitude is \(b=(E_{\rm top}+iF_{\rm top})/2\):

\[
a=1-\frac{ik_0d}{2}\left[n^2(1+r)+(1-r)\right],
\]

\[
b=r+\frac{ik_0d}{2}\left[n^2(1+r)-(1-r)\right].
\]

To first order, dividing by \(a\) adds \(r\) times the small term of \(a\), with its sign reversed. The new amplitude reflectance is

\[
r'=\frac ba=r+\frac{ik_0d}{2}\left[n^2(1+r)^2-(1-r)^2\right].
\]

Now write \(n^2=1+(n^2-1)\) and use \((1+r)^2-(1-r)^2=4r\):

\[
r'=r(1+2ik_0d)+\frac{ik_0d}{2}(n^2-1)(1+r)^2.
\]

The first term contains the phase gained by measuring the reflection a distance \(d\) higher up. It does not change the intensity to this order. Dividing by \(r\), squaring the modulus and keeping first-order terms gives the fractional loss

\[
\ell=1-\left|\frac{r'}{r}\right|^2
=-{\rm Re}\left[ik_0d(n^2-1)\frac{(1+r)^2}{r}\right].
\]

To read this result, set \(r=\rho e^{i\varphi}\) and \(n^2-1=p+iq\), where

\[
q=2(1-\delta)k,\qquad p=(1-\delta)^2-k^2-1.
\]

Here \(p\) is negative for both films. Expanding the square,

\[
\frac{(1+r)^2}{r}=2+r+\frac1r
=2+\left(\rho+\frac1\rho\right)\cos\varphi
-i\left(\frac1\rho-\rho\right)\sin\varphi.
\]

Taking the real part then gives

\[
\ell=k_0d\left\{q\left[2+\left(\rho+\frac1\rho\right)\cos\varphi\right]
+|p|\left(\frac1\rho-\rho\right)\sin\varphi\right\}.
\]

The \(q\) term comes from absorption in the film, which is strongest where the standing wave is strong. For an imperfect mirror it also includes the resulting drop in the light lost in the mirror, so it is not the film's absorption alone. For a perfect mirror, \(\rho=1\), the \(p\) term vanishes and the loss becomes \(qk_0d(2+2\cos\varphi)=qk_0d|1+r|^2\), which is absorption in proportion to the local intensity. For an imperfect mirror, the \(p\) term describes how the film's refraction changes the share of light that enters the mirror.

Averaged over \(\varphi\), both the cosine and the sine vanish:

\[
\langle\ell\rangle=2qk_0d=4(1-\delta)kk_0d=2\alpha d(1-\delta).
\]

This is the thin-film double-pass loss, reduced by 6% for tin and 4% for carbon. The double-pass law is therefore an estimate of the phase average. Solving the wave equation through the full 1 nm films and averaging over phase gives losses of 11.3% and 1.24%, with a ratio of 9.1. Relative to the double-pass values, these averages are lower by 8% and 4%.

A particular mirror has a particular phase. The wave solution for 1 nm films, with \(R_0\) held at 0.70, gives:

| \(\varphi\) | Tin loss | Carbon loss |
|---:|---:|---:|
| 0° | 21.8% | 2.9% |
| 90° | 8.6% | 1.9% |
| 180° | 0.6% | −0.4% |
| 270° | 14.1% | 0.6% |

At 0° the mirror surface is at an antinode of the electric field, and both losses are about twice the double-pass value. At 180° it is at a node (a minimum of relative amplitude \(1-\rho\approx0.16\), not a zero, since \(\rho<1\)), and both are small. The ratio is 7.6 at 0°, 4.6 at 90° and about 23 at 270°. The factor of ten compares absorption strengths, or phase-averaged losses; it is not a prediction for every mirror.

The negative entry means that carbon slightly raises the reflectance. The thin-film formula accounts for it. Treat the film as a stack of thin slices; a slice at height \(h\) sees the mirror with phase \(\varphi+2k_0h\). Across 1 nm this phase advances by \(2k_0d=0.931\) rad, or 53°. For \(\varphi=180^\circ\), the averages over the film are

\[
\overline{\cos}=-\frac{\sin0.931}{0.931}=-0.862,\qquad
\overline{\sin}=-\frac{1-\cos0.931}{0.931}=-0.433.
\]

With \(\rho=\sqrt{0.70}\), we have \(\rho+1/\rho=2.032\) and \(1/\rho-\rho=0.359\). Carbon has \(q=0.0134\) and \(|p|=0.0784\), while \(k_0d=0.465\). Hence

\[
\ell\approx0.465\left[0.0134(2-2.032\times0.862)
-0.0784\times0.359\times0.433\right]\approx-0.004.
\]

Averaged over this film, the \(q\) term is positive but small, and the negative refraction term outweighs it. The film still absorbs; less light is lost in the mirror beneath it.

### The model beside a real mirror

Multilayer mirrors for this wavelength reflect roughly 70% at best near normal incidence, so \(R_0=0.70\) describes a good one. Tin can reach the collector mirror of a tin-plasma source, and carbon can grow where the light breaks up adsorbed hydrocarbons. The optical constants used here are rough values. Of the effects estimated here, interference moves the result most: in the model, the tin loss runs from 0.6% to 22% over the four phases. The phase for a real mirror must come from its layer design. Density also matters. If carbon has 30% lower density and \(k\) falls in proportion, its double-pass loss drops to 0.91% and the ratio rises to 13.5 at fixed thickness. Tilting the light to 6° raises both exponents by only about 0.6%, which hardly affects their ratio. Much of a collector works farther from normal incidence; at 30° the exponents rise by about 18% for tin and 17% for carbon, so the losses grow while the ratio of the exponents still changes little. Oxidation and roughness are left out.

## Variation 1: thicker films

*How does the double-pass comparison change at 5 nm, and how much carbon matches 1 nm of tin?*

At 5 nm the exponents are five times as large, 0.652 for tin and 0.0652 for carbon. Therefore

\[
\frac{L_{\rm Sn}}{L_{\rm C}}
=\frac{1-e^{-0.652}}{1-e^{-0.0652}}
=\frac{0.479}{0.0631}=7.6.
\]

The ratio has fallen because the tin loss is saturating. In the limit of very thick films, both exponentials vanish and the ratio tends to 1: neither film returns any light from the mirror. In that limit the neglected reflection from the film's own surface would dominate what remains.

Equal double-pass losses require equal exponents, \(k_{\rm C}d_{\rm C}=k_{\rm Sn}d_{\rm Sn}\). Thus

\[
d_{\rm C}=\frac{0.07}{0.007}\times1\ \text{nm}=10\ \text{nm}.
\]

This thickness ratio does not suffer from saturation. It is the more direct way to express the factor of ten, within the double-pass law.

## Variation 2: tin gathered into islands

*The same volume of tin gathers into flat islands that cover half the mirror. Does the loss rise or fall?*

The islands are 2 nm thick. Suppose that they are much wider than the wavelength and that all reflected light is collected, so that the intensities from covered and bare areas add. With \(y=e^{-2\alpha_{\rm Sn}d}\) for the original 1 nm film, a covered area transmits \(y^2\). The average loss is

\[
L_{\rm isl}=\tfrac12(1-y^2)=\frac{1+y}{2}(1-y)=\frac{1+y}{2}L_{\rm Sn}.
\]

Since \(y<1\), the double-pass law makes this smaller than the uniform-film loss. Here \(y=1-0.122=0.878\), so

\[
L_{\rm isl}=0.939\times12.2\%=11.5\%.
\]

The change is modest because a 1 nm tin film is still fairly transparent. Interference can reverse it for a particular mirror. In the wave solution with \(R_0=0.70\) and \(\varphi=180^\circ\), the islands cost 4.0% and the uniform film only 0.6%, because the thicker islands reach farther from the node. Averaged over phase, the islands still cost less, 10.6% against 11.3%. If the same volume covers an ever smaller fraction \(f\) of the surface, the loss \(f(1-e^{-2\alpha_{\rm Sn}d/f})\) approaches \(f\): the islands become opaque, and only their area counts. For islands comparable with the wavelength or smaller, scattering would have to be included.

## Computed values

```
Wavelength: 13.5 nm
Photon energy: 91.8 eV
Film thickness: 1.0 nm
Clean mirror reflectance R0 (model): 0.70
tin: extinction coefficient k = 0.070
tin: decrement delta (rough) = 0.06
tin: alpha = 0.06516 per nm
tin: double-pass exponent = 0.13032
tin: single-pass loss = 6.308 %
tin: double-pass loss L = 12.218 %
tin: loss of incident light = 8.55 points
tin: reflectance with film = 0.6145
tin: phase-averaged wave loss = 11.276 %
carbon: extinction coefficient k = 0.007
carbon: decrement delta (rough) = 0.04
carbon: alpha = 0.00652 per nm
carbon: double-pass exponent = 0.01303
carbon: single-pass loss = 0.649 %
carbon: double-pass loss L = 1.295 %
carbon: loss of incident light = 0.91 points
carbon: reflectance with film = 0.6909
carbon: phase-averaged wave loss = 1.242 %
Ratio of exponents, tin/carbon: 10.00
Ratio of double-pass losses at 1 nm: 9.44
Ratio of double-pass losses at 5 nm: 7.59
Ratio of phase-averaged wave losses: 9.08
Carbon thickness matching 1 nm tin: 10.0 nm
Standing-wave period: 6.75 nm
Mirror phase 0 deg: wave loss tin 21.83 %, carbon 2.89 %
Mirror phase 90 deg: wave loss tin 8.60 %, carbon 1.86 %
Mirror phase 180 deg: wave loss tin 0.62 %, carbon -0.41 %
Mirror phase 270 deg: wave loss tin 14.06 %, carbon 0.62 %
tin: exponent increase at 6 deg incidence = 0.62 %
carbon: exponent increase at 6 deg incidence = 0.60 %
Tin islands, coverage 0.5, same volume: loss 11.47 %
Carbon of 30 % lower density: loss 0.908 %
Loss ratio with that carbon: 13.5
```
